# Event-driven simulation of a hard-particle chain with an indexed heap: test program

```python
"""
Result under test: a chain of N hard point particles between two walls can be
simulated event by event with an indexed binary heap of N+1 collision times.
One collision changes at most three keys, needs at most 4*floor(log2(N+1)) key
comparisons, and produces no time-step error (only rounding error).
Symbols: x position, v velocity, m mass, length = box length, key[j] = predicted
collision time of gap j (gap 0 and gap N touch the walls), T = wall temperature.
Reduced units: spacing a, light mass m, energy kB*T0, time t0=a*sqrt(m/(kB*T0)).
"""
import math
import random
import time
from fractions import Fraction
import numpy as np

INF = math.inf


class HardChain:
    def __init__(self, x, v, m, length, wall_T=None, seed=1):
        self.x, self.v, self.m = list(x), list(v), list(m)
        self.n, self.length, self.wall_T = len(self.x), length, wall_T
        self.rng = random.Random(seed)
        self.now = 0.0
        self.clock = [0.0] * self.n
        self.compares = 0
        self.latest_delay = 0.0      # largest amount by which a neighbour key rose
        self.heat = [0.0, 0.0]       # energy given to the chain by left, right wall
        self.key = [self.predict(j) for j in range(self.n + 1)]
        self.heap = list(range(self.n + 1))
        self.place = list(range(self.n + 1))
        for slot in reversed(range((self.n + 1) // 2)):
            self.sift_down(slot)

    def position(self, i):
        return self.x[i] + self.v[i] * (self.now - self.clock[i])

    def predict(self, j):
        v = self.v
        if j == 0:
            closing = -v[0]
            if closing <= 0:
                return INF
            gap = self.position(0)
        elif j == self.n:
            closing = v[-1]
            if closing <= 0:
                return INF
            gap = self.length - self.position(j - 1)
        else:
            closing = v[j - 1] - v[j]
            if closing <= 0:
                return INF
            gap = self.position(j) - self.position(j - 1)
        return self.now + max(gap, 0.0) / closing

    def sift_down(self, slot):
        heap, key, place = self.heap, self.key, self.place
        item, size = heap[slot], len(heap)
        value = key[item]
        child = 2 * slot + 1
        while child < size:
            if child + 1 < size:
                self.compares += 1
                if key[heap[child + 1]] < key[heap[child]]:
                    child += 1
            self.compares += 1
            if key[heap[child]] >= value:
                break
            heap[slot] = heap[child]
            place[heap[slot]] = slot
            slot = child
            child = 2 * slot + 1
        heap[slot] = item
        place[item] = slot

    def sift_up(self, slot):
        heap, key, place = self.heap, self.key, self.place
        item = heap[slot]
        value = key[item]
        while slot > 0:
            parent = (slot - 1) // 2
            self.compares += 1
            if key[heap[parent]] <= value:
                break
            heap[slot] = heap[parent]
            place[heap[slot]] = slot
            slot = parent
        heap[slot] = item
        place[item] = slot

    def refresh(self, j):
        old, new = self.key[j], self.predict(j)
        self.key[j] = new
        if new < old:
            self.sift_up(self.place[j])
        elif new > old:              # possible only through rounding
            self.latest_delay = max(self.latest_delay, new - old)
            self.sift_down(self.place[j])

    def step(self):
        j = self.heap[0]
        now = self.now = self.key[j]
        v, m = self.v, self.m
        if 0 < j < self.n:
            left, right = j - 1, j
            contact = self.position(left)
            twice_v_cm = 2 * (m[left] * v[left] + m[right] * v[right]) / (m[left] + m[right])
            v[left], v[right] = twice_v_cm - v[left], twice_v_cm - v[right]
            self.x[left] = self.x[right] = contact
            self.clock[left] = self.clock[right] = now
        else:
            side = 0 if j == 0 else 1
            i = 0 if j == 0 else self.n - 1
            old_v = v[i]
            if self.wall_T is None:
                v[i] = -old_v
            else:
                u = 1.0 - self.rng.random()
                speed = math.sqrt(-2 * self.wall_T[side] * math.log(u) / m[i])
                v[i] = speed if side == 0 else -speed
                self.heat[side] += 0.5 * m[i] * (v[i] ** 2 - old_v ** 2)
            self.x[i] = 0.0 if side == 0 else self.length
            self.clock[i] = now
        self.key[j] = INF
        self.sift_down(0)
        if j > 0:
            self.refresh(j - 1)
        if j < self.n:
            self.refresh(j + 1)
        return j

    def run_until(self, t_end):
        order = []
        while self.key[self.heap[0]] <= t_end:
            order.append(self.step())
        self.now = t_end
        return order

    def positions(self):
        return [self.position(i) for i in range(self.n)]


def exact_run(x, v, m, length, t_end):
    """Full scan of all gaps in exact rational arithmetic, all particles moved."""
    x, v, t, order = list(x), list(v), Fraction(0), []
    n = len(x)
    while True:
        edge_x = [Fraction(0)] + x + [Fraction(length)]
        edge_v = [Fraction(0)] + v + [Fraction(0)]
        wait, j = min(((edge_x[k + 1] - edge_x[k]) / (edge_v[k] - edge_v[k + 1]), k)
                      for k in range(n + 1) if edge_v[k] > edge_v[k + 1])
        if t + wait > t_end:
            return [a + b * (t_end - t) for a, b in zip(x, v)], v, order
        x = [a + b * wait for a, b in zip(x, v)]
        t += wait
        order.append(j)
        if j == 0:
            v[0] = -v[0]
        elif j == n:
            v[-1] = -v[-1]
        else:
            p, q, a, b = m[j - 1], m[j], v[j - 1], v[j]
            v[j - 1] = ((p - q) * a + 2 * q * b) / (p + q)
            v[j] = ((q - p) * b + 2 * p * a) / (p + q)


def fixed_step_run(x, v, m, length, h, steps):
    """Move by h, then collide every gap found overlapping and approaching."""
    x, v, n = list(x), list(v), len(x)
    for _ in range(steps):
        for i in range(n):
            x[i] += h * v[i]
        if x[0] < 0 and v[0] < 0:
            v[0] = -v[0]
        for i in range(n - 1):
            if x[i] > x[i + 1] and v[i] > v[i + 1]:
                c = 2 * (m[i] * v[i] + m[i + 1] * v[i + 1]) / (m[i] + m[i + 1])
                v[i], v[i + 1] = c - v[i], c - v[i + 1]
        if x[-1] > length and v[-1] > 0:
            v[-1] = -v[-1]
    return x, v


def energy(v, m):
    return sum(0.5 * b * a * a for a, b in zip(v, m))


def rational_state(n, rng):
    x = [Fraction(1000 * i + 500 + rng.randint(-400, 400), 1000) for i in range(n)]
    v = [Fraction(rng.randint(-1500, 1500), 1000) for _ in range(n)]
    return x, v


# Small example that can be followed by hand
print("Small chain: masses 1,3,1 m; x=1,2,3 a; v=1,0,-0.5 a/t0; L=4 a")
small = HardChain([1.0, 2.0, 3.0], [1.0, 0.0, -0.5], [1, 3, 1], 4.0)
print("initial keys (t0):", " ".join(f"{k:.4f}" for k in small.key))
small_order = []
for _ in range(3):
    small_order.append(small.step())
    print(f"gap {small_order[-1]} collides at {small.now:.4f} t0; keys (t0):",
          " ".join(f"{k:.4f}" for k in small.key))
    print("  velocities (a/t0):", " ".join(f"{u:.4f}" for u in small.v))
small_exact = exact_run([Fraction(1), Fraction(2), Fraction(3)],
                        [Fraction(1), Fraction(0), Fraction(-1, 2)],
                        [1, 3, 1], 4, Fraction(33, 10))
assert small_order == small_exact[2]
assert np.allclose(small.v, [float(u) for u in small_exact[1]], atol=1e-12)

# Trajectory against exact rational arithmetic
rng = random.Random(7)
n_small = 8
masses = [1 if i % 2 == 0 else 3 for i in range(n_small)]
xq, vq = rational_state(n_small, rng)
t_exact = 16
ref_x, ref_v, ref_order = exact_run(xq, vq, masses, n_small, Fraction(t_exact))
chain = HardChain(map(float, xq), map(float, vq), masses, float(n_small))
start_energy = energy(chain.v, masses)
order = chain.run_until(float(t_exact))
x_error = max(abs(a - float(b)) for a, b in zip(chain.positions(), ref_x))
v_error = max(abs(a - float(b)) for a, b in zip(chain.v, ref_v))
assert order == ref_order and len(order) > 30
assert x_error < 1e-10 and v_error < 1e-10
print(f"Exact check: N={n_small}, time {t_exact} t0, {len(order)} collisions")
print(f"largest position error {x_error:.1e} a, velocity error {v_error:.1e} a/t0")
print(f"relative energy error, event-driven: {abs(energy(chain.v, masses)/start_energy-1):.1e}")

# Fixed-step error over many initial states
t_short, n_states = 2.0, 40
step_counts = [100, 500, 2500]
step_errors = [[] for _ in step_counts]
step_energy_error = 0.0
for _ in range(n_states):
    xs, vs = rational_state(n_small, rng)
    xs, vs = [float(a) for a in xs], [float(a) for a in vs]
    event = HardChain(xs, vs, masses, float(n_small))
    event.run_until(t_short)
    target = event.positions()
    for errors, count in zip(step_errors, step_counts):
        xf, vf = fixed_step_run(xs, vs, masses, n_small, t_short / count, count)
        errors.append(max(abs(a - b) for a, b in zip(xf, target)))
        step_energy_error = max(step_energy_error,
                                abs(energy(vf, masses) / energy(vs, masses) - 1))
medians = [float(np.median(e)) for e in step_errors]
print(f"Fixed-step scheme: {n_states} states, N={n_small}, time {t_short} t0")
for count, med in zip(step_counts, medians):
    print(f"step {t_short/count:.4f} t0: median of largest position error {med:.2e} a")
print(f"largest relative energy error, fixed step: {step_energy_error:.1e}")
assert all(3 < medians[i] / medians[i + 1] < 8 for i in range(2))
assert step_energy_error < 1e-11

# Triple collision: result depends on order unless masses are equal
def resolve_triple(m, from_left):
    v = [Fraction(1), Fraction(0), Fraction(-1)]
    while True:
        pairs = [i for i in (0, 1) if v[i] > v[i + 1]]
        if not pairs:
            return v
        i = pairs[0] if from_left else pairs[-1]
        c = 2 * (m[i] * v[i] + m[i + 1] * v[i + 1]) / (m[i] + m[i + 1])
        v[i], v[i + 1] = c - v[i], c - v[i + 1]


triple_left = resolve_triple([1, 2, 1], True)
triple_right = resolve_triple([1, 2, 1], False)
assert triple_left != triple_right
assert resolve_triple([1, 1, 1], True) == resolve_triple([1, 1, 1], False)
print("Triple collision, masses 1,2,1 m, v=1,0,-1 a/t0; final v (a/t0):")
print("  left pair first: ", " ".join(f"{float(u):.4f}" for u in triple_left))
print("  right pair first:", " ".join(f"{float(u):.4f}" for u in triple_right))

# Locality: stored keys against a fresh calculation of every gap
def thermal_chain(n, seed):
    r = random.Random(seed)
    m = [1 if i % 2 == 0 else 3 for i in range(n)]
    x = [i + 0.5 + r.uniform(-0.4, 0.4) for i in range(n)]
    v = [r.gauss(0, 1) / math.sqrt(b) for b in m]
    return HardChain(x, v, m, float(n))


n_local, n_audits = 64, 0
local = thermal_chain(n_local, 11)
for event_number in range(1, 5001):
    local.step()
    if event_number % 50 == 0:
        edge_x = np.array([0.0] + local.positions() + [local.length])
        edge_v = np.array([0.0] + local.v + [0.0])
        closing, gap = -np.diff(edge_v), np.diff(edge_x)
        fresh = np.full(n_local + 1, INF)
        near = closing > 0
        fresh[near] = local.now + gap[near] / closing[near]
        assert np.allclose(local.key, fresh, rtol=1e-7, atol=1e-9)
        assert local.key[local.heap[0]] == min(local.key)
        n_audits += 1
assert local.latest_delay < 1e-9
print(f"Key audit: N={n_local}, {n_audits} full recalculations agree")

# Cost per collision
print("Cost per collision (times depend on the machine):")
print("N | mean compares | max | bound | heap us | scan us | rate/(N/t0)")
sizes, n_measured = [256, 1024, 4096, 16384], 20000
mean_compares, heap_times, scan_times, rates = [], [], [], []
for n in sizes:
    big = thermal_chain(n, 23)
    for _ in range(2 * n):
        big.step()
    begin_compares, begin_time, worst = big.compares, big.now, 0
    tick = time.perf_counter()
    for _ in range(n_measured):
        before = big.compares
        big.step()
        worst = max(worst, big.compares - before)
    heap_times.append((time.perf_counter() - tick) / n_measured * 1e6)
    mean_compares.append((big.compares - begin_compares) / n_measured)
    rates.append(n_measured / (big.now - begin_time) / n)
    tick = time.perf_counter()
    for _ in range(100):
        big.key.index(min(big.key))
    scan_times.append((time.perf_counter() - tick) / 100 * 1e6)
    bound = 4 * int(math.floor(math.log2(n + 1)))
    assert worst <= bound and big.latest_delay < 1e-9
    print(f"{n} | {mean_compares[-1]:.2f} | {worst} | {bound} | "
          f"{heap_times[-1]:.1f} | {scan_times[-1]:.1f} | {rates[-1]:.3f}")
doublings = math.log2(sizes[-1] / sizes[0])
growth = (mean_compares[-1] - mean_compares[0]) / doublings
assert 1 < growth < 4
assert heap_times[-1] / heap_times[0] < 16 < scan_times[-1] / scan_times[0]
assert max(rates) / min(rates) < 1.25
print(f"extra comparisons per doubling of N: {growth:.2f}")

# Heat conduction between thermal walls
T_left, T_right = 2.0, 1.0


def heat_flux(m, duration, seed):
    n, blocks = len(m), 20
    r = random.Random(seed)
    x = [i + 0.5 for i in range(n)]
    v = [r.gauss(0, math.sqrt(1.5 / b)) for b in m]
    c = HardChain(x, v, m, float(n), (T_left, T_right), seed + 1)
    c.run_until(0.1 * duration)
    samples, width = [], duration / blocks
    for _ in range(blocks):
        before = c.heat[0] - c.heat[1]
        c.run_until(c.now + width)
        samples.append((c.heat[0] - c.heat[1] - before) / (2 * width))
    return float(np.mean(samples)), float(np.std(samples, ddof=1) / math.sqrt(blocks))


ballistic = math.sqrt(2 * T_left * T_right / math.pi) * (math.sqrt(T_left) - math.sqrt(T_right))
print(f"Heat flow: T_L={T_left} T0, T_R={T_right} T0, one particle per a")
print(f"equal-mass formula: J={ballistic:.4f} kB*T0/t0")
alternating = {}
for label, heavy, n, duration in [("equal 1,1", 1, 8, 25000.0), ("equal 1,1", 1, 32, 7000.0),
                                  ("alternating 1,3", 3, 8, 25000.0),
                                  ("alternating 1,3", 3, 32, 15000.0)]:
    flux, err = heat_flux([1 if i % 2 == 0 else heavy for i in range(n)], duration, 100 + n + heavy)
    conductivity = flux * n / (T_left - T_right)
    print(f"{label}, N={n}, {duration:.0f} t0: J={flux:.4f} +- {err:.4f} kB*T0/t0,"
          f" kappa={conductivity:.2f} kB*a/t0")
    if heavy == 1:
        assert abs(flux - ballistic) < 5 * err and err < 0.08 * ballistic
    else:
        alternating[n] = (flux, err, conductivity)
flux_drop = alternating[8][0] - alternating[32][0]
assert flux_drop > 3 * math.hypot(alternating[8][1], alternating[32][1])
assert alternating[32][2] > alternating[8][2]
print(f"alternating-mass flux ratio J(32)/J(8): {alternating[32][0]/alternating[8][0]:.3f}")
print("success")
```

It prints:

```
Small chain: masses 1,3,1 m; x=1,2,3 a; v=1,0,-0.5 a/t0; L=4 a
initial keys (t0): inf 1.0000 2.0000 inf
gap 1 collides at 1.0000 t0; keys (t0): 5.0000 inf 1.5000 inf
  velocities (a/t0): -0.5000 0.5000 -0.5000
gap 2 collides at 1.5000 t0; keys (t0): 5.0000 inf inf 3.2500
  velocities (a/t0): -0.5000 0.0000 1.0000
gap 3 collides at 3.2500 t0; keys (t0): 5.0000 inf 5.0000 inf
  velocities (a/t0): -0.5000 0.0000 -1.0000
Exact check: N=8, time 16 t0, 69 collisions
largest position error 8.9e-15 a, velocity error 6.7e-16 a/t0
relative energy error, event-driven: 4.4e-16
Fixed-step scheme: 40 states, N=8, time 2.0 t0
step 0.0200 t0: median of largest position error 7.18e-02 a
step 0.0040 t0: median of largest position error 1.64e-02 a
step 0.0008 t0: median of largest position error 3.21e-03 a
largest relative energy error, fixed step: 6.7e-16
Triple collision, masses 1,2,1 m, v=1,0,-1 a/t0; final v (a/t0):
  left pair first:  -0.4815 -0.3704 1.2222
  right pair first: -1.2222 0.3704 0.4815
Key audit: N=64, 100 full recalculations agree
Cost per collision (times depend on the machine):
N | mean compares | max | bound | heap us | scan us | rate/(N/t0)
256 | 17.48 | 29 | 32 | 8.1 | 7.4 | 0.476
1024 | 21.48 | 34 | 40 | 10.7 | 32.5 | 0.458
4096 | 25.47 | 37 | 48 | 16.1 | 163.0 | 0.455
16384 | 29.44 | 43 | 56 | 53.6 | 5035.5 | 0.456
extra comparisons per doubling of N: 1.99
Heat flow: T_L=2.0 T0, T_R=1.0 T0, one particle per a
equal-mass formula: J=0.4674 kB*T0/t0
equal 1,1, N=8, 25000 t0: J=0.4714 +- 0.0122 kB*T0/t0, kappa=3.77 kB*a/t0
equal 1,1, N=32, 7000 t0: J=0.4791 +- 0.0161 kB*T0/t0, kappa=15.33 kB*a/t0
alternating 1,3, N=8, 25000 t0: J=0.1458 +- 0.0041 kB*T0/t0, kappa=1.17 kB*a/t0
alternating 1,3, N=32, 15000 t0: J=0.0725 +- 0.0057 kB*T0/t0, kappa=2.32 kB*a/t0
alternating-mass flux ratio J(32)/J(8): 0.497
success
```
